# Atomic Polar Tensors and Born Charges: Sum Rules and a Two-Band Chain, part 1

(Sections cited here and not found follow in the second part.)

## Atomic polar tensors, Born effective charges and their anomalous values

The charge that an atom carries along when it moves is the derivative of the dipole with respect to its position. For a molecule this is the atomic polar tensor $P^A$, and for a crystal with cell volume $\Omega$ and polarization $\mathbf P$ it is the Born effective charge $Z^*_\kappa$:

$$P^A_{\alpha\beta}=\frac{\partial\mu_\alpha}{\partial R_{A\beta}},\qquad Z^*_{\kappa,\alpha\beta}=\Omega\,\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\bigg|_{\mathbf F=0}.\tag{1}$$

Here $u_\kappa$ displaces the whole sublattice $\kappa$ at zero macroscopic field $\mathbf F$. These tensors obey the translational sum rules

$$\sum_A P^A_{\alpha\beta}=Q\,\delta_{\alpha\beta},\qquad \sum_\kappa Z^*_{\kappa,\alpha\beta}=0,\tag{2}$$

the first for a molecule of total charge $Q$, the second for a neutral insulating crystal. In a chain ABAB… with levels $\pm\Delta$, core charges $Z_A+Z_B=2$, one filled band and a hopping $t$ that falls with bond length $d$ as $\eta=-d\ln t/d\ln d$, the Born charge of the anion B is

$$Z^*_B=-Z^*_A=q_B+Z_{\rm dyn},\qquad q_B=Z_B-1-\frac{2}{\pi}s\mathsf K,\qquad Z_{\rm dyn}=-\frac{2\eta}{\pi}\Big(\frac{\mathsf E}{s}-s\mathsf K\Big),\tag{3}$$

with $E_0=\sqrt{\Delta^2+4t^2}$, $s=\Delta/E_0$, and $\mathsf K,\mathsf E$ the complete elliptic integrals of parameter $m=1-s^2=4t^2/E_0^2$. The term $q_B$ is the population charge. The term $Z_{\rm dyn}$ grows as the inverse gap when $\Delta\ll t$ and falls as $\Delta^{-2}$ when $\Delta\gg t$; it carries $Z^*_B$ beyond the formal ionic charge $Z_B-2$ for every $t\neq0$ when $\eta\ge\tfrac12$, a threshold that holds for the chain and rises with the number of neighbours. Hartree atomic units are used, and the electron has charge $-1$.

### The polar tensor as a mixed derivative

The electrons are taken to follow the nuclei adiabatically in a non-degenerate ground state $\Psi$ of total energy $\mathcal E(\mathbf R,\mathbf F)$. In a uniform field

$$H=H_0(\mathbf R)-\mathbf F\cdot\hat{\boldsymbol\mu},\qquad \hat{\boldsymbol\mu}=\sum_A Z_A\mathbf R_A-\sum_{i=1}^{N_e}\mathbf r_i.\tag{4}$$

The energy is stationary under changes of the normalized $\Psi$, so only the explicit dependence of $H$ on the field contributes to its derivative (the Hellmann–Feynman theorem): $\partial\mathcal E/\partial F_\alpha=\langle\partial H/\partial F_\alpha\rangle=-\mu_\alpha$. The force on nucleus $A$ is $f_{A\beta}=-\partial\mathcal E/\partial R_{A\beta}$ by definition. Mixed second derivatives commute, hence

$$P^A_{\alpha\beta}=-\frac{\partial^2\mathcal E}{\partial F_\alpha\,\partial R_{A\beta}}=\frac{\partial f_{A\beta}}{\partial F_\alpha}.\tag{5}$$

The same tensor gives the dipole produced by a displacement and the force produced by a field. The two indices belong to different variables, so $P^A$ need not be symmetric. Moving the origin to $\mathbf O$ changes $\boldsymbol\mu$ by the constant $-Q\mathbf O$, so $P^A$ is independent of the origin even for an ion. Under a rotation $O$ of the axes $P^A\to OP^AO^{T}$, which leaves the trace unchanged; the scalar $\tfrac13\operatorname{tr}P^A$ is the GAPT charge. Unlike a Mulliken charge it needs no assignment of basis functions to atoms and has a definite complete-basis limit.

### Sum rules for a molecule

Let $T$ translate all electrons by $\mathbf s$: $(T\Psi)(\mathbf r_1,\dots)=\Psi(\mathbf r_1-\mathbf s,\dots)$. The kinetic energy and the electron repulsion commute with $T$, and $T$ turns $|\mathbf r_i-\mathbf R_A|$ into $|\mathbf r_i-\mathbf s-\mathbf R_A|$. Therefore $H_0(\mathbf R+\mathbf s)=TH_0(\mathbf R)T^\dagger$, and the ground state for the shifted nuclei is $T\Psi$. The substitution $\mathbf r_i\to\mathbf r_i+\mathbf s$ in the integral gives $\langle T\Psi|\mathbf r_i|T\Psi\rangle=\langle\mathbf r_i\rangle+\mathbf s$, so

$$\boldsymbol\mu(\mathbf R+\mathbf s)=\sum_AZ_A(\mathbf R_A+\mathbf s)-\sum_i\langle\mathbf r_i\rangle-N_e\mathbf s=\boldsymbol\mu(\mathbf R)+Q\mathbf s,\tag{6}$$

with $Q=\sum_AZ_A-N_e$. The derivative of the left side with respect to $s_\beta$ is $\sum_A\partial\mu_\alpha/\partial R_{A\beta}$ by the chain rule, and that of the right side is $Q\delta_{\alpha\beta}$. This is the first rule in (2). Its trace shows that GAPT charges add up to $Q$.

The same argument with a rotation about the origin gives $\boldsymbol\mu(O\mathbf R)=O\boldsymbol\mu(\mathbf R)$. For $O\mathbf v=\mathbf v+\epsilon\,\boldsymbol\omega\times\mathbf v$ the terms linear in $\epsilon$ are

$$\sum_A P^A\,(\boldsymbol\omega\times\mathbf R_A)=\boldsymbol\omega\times\boldsymbol\mu.\tag{7}$$

Neither proof needs an equilibrium geometry. An approximate variational method obeys (6) if $T$ maps the trial space for $\mathbf R$ onto the trial space for $\mathbf R+\mathbf s$. Atom-centred functions that move with their nuclei do this in any basis, however small. Plane waves also do, since $T$ only multiplies each by a phase. A finite set of localized functions held fixed in space does not.

These statements were tested by restricted Hartree–Fock calculations in the 6-31G basis, with central differences of the dipole. For water the chosen geometry has O at the origin and H at $(0,\pm1.43,1.11)$ bohr, and $\mu_z=1.0359$. The diagonal of $P^{\rm O}$ is $(-0.9333,-0.4961,-0.3838)$. The hydrogen at positive $y$ has $P_{xx}=0.4666$, $P_{yy}=0.2480$, $P_{zz}=0.1919$, $P_{yz}=-0.1697$ and $P_{zy}=-0.0984$, which is visibly unsymmetric. The $zz$ rule reads $-0.3838+2(0.1919)=0$. For $\boldsymbol\omega=\hat y$, $\boldsymbol\omega\times\mathbf R_{\rm H}=1.11\,\hat x$ and $\boldsymbol\omega\times\boldsymbol\mu=\mu_z\hat x$, so (7) fixes $P^{\rm H}_{xx}=1.0359/(2\times1.11)=0.4666$: the out-of-plane elements of water follow from the dipole and the geometry alone. For $\boldsymbol\omega=\hat x$, $\boldsymbol\omega\times\mathbf R_{\rm H}=(0,-z,y)$; the mirror image hydrogen has $y$ and $P_{yz}$ both reversed and contributes equally, giving $2[-0.2480(1.11)-0.1697(1.43)]=-1.036=-\mu_z$. The mixed energy derivative (5) for the oxygen $zz$ element is $-0.38379$, equal to the dipole derivative. The GAPT charge of oxygen is $(-0.9333-0.4961-0.3838)/3=-0.6044$, against a Mulliken charge of $-0.7915$. For H$_3$O$^+$ (O at the origin, H at radius 1.77 and height 0.55 bohr) the GAPT charges add to $-0.6485+3(0.5495)=1.0000$. The largest violation of (2) or (7) in either molecule was $7.4\times10^{-6}$. The rules hold in any atom-centred basis, but the 6-31G values themselves are far from the basis limit. In aug-cc-pVTZ water has $\mu_z=0.781$, a diagonal of $P^{\rm O}$ of $(-0.704,-0.558,-0.429)$ and a GAPT charge of oxygen of $-0.564$; over 6-31G, 6-31G**, aug-cc-pVDZ, cc-pVTZ and aug-cc-pVTZ that GAPT charge stays between $-0.555$ and $-0.604$, while the Mulliken charge ranges from $-0.30$ to $-0.79$. For H$_3$O$^+$ the GAPT charge of oxygen moves from $-0.649$ to $-0.434$ in aug-cc-pVDZ. With the water basis frozen and the nuclei moved along $z$, the sum of $zz$ elements was $8.0366$ instead of zero: of the ten electrons, the equivalent of about two followed the nuclei in this basis. The size of the violation depends on the flexibility of the frozen basis: the sum is $3.81$ in 6-31G** and $3.07$ in aug-cc-pVDZ.

### Polarization and the sum rule for a crystal

The dipole of an infinite crystal is not defined by (4), and the dipole of the charge inside one cell depends on where the cell is cut. The remedy is to regroup the electrons into localized units. Take independent electrons in a periodic mean field, first in one dimension with lattice constant $a$ and one filled band $\psi_k=e^{ikx}u_k(x)$, $u_k$ normalized over a cell, with phases chosen smooth and periodic, $\psi_{k+2\pi/a}=\psi_k$. The Wannier functions $w(x-Ra)$, with $w=\frac{a}{2\pi}\int dk\,e^{ikx}u_k$, are a unitary transform of the Bloch states of the whole band and build the same determinant. Writing $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts, with a boundary term that vanishes by the periodicity of $\psi_k$,

$$x\,w(x)=\frac{a}{2\pi}\int dk\,e^{ikx}\,i\partial_ku_k.$$

For cell-periodic $f,g$, the lattice sum gives $\int e^{i(k-k')x}f^*g\,dx=\frac{2\pi}{a}\delta(k-k')\langle f|g\rangle_{\rm cell}$, and therefore

$$\bar x=\langle w|x|w\rangle=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}dk\,\mathcal A_k,\qquad \mathcal A_k=i\langle u_k|\partial_ku_k\rangle.\tag{8}$$

The crystal is now a repetition of neutral units, each made of the cores of one cell and its doubly occupied Wannier functions. The polarization is the dipole of the unit per cell volume. In three dimensions, with the integral in (8) replaced by $\Omega(2\pi)^{-3}\int d^3k$ and $\partial_k$ by $\nabla_{\mathbf k}$,

$$\Omega\mathbf P=\sum_\kappa Z_\kappa\boldsymbol\tau_\kappa-2\sum_n\bar{\mathbf r}_n.\tag{9}$$

A change of phase $u_k\to e^{-i\beta(k)}u_k$ adds $\partial_k\beta$ to $\mathcal A_k$. Periodicity forces $\beta$ to change by a multiple of $2\pi$ across the zone, so $\bar x$ changes by a multiple of $a$. This ambiguity is a constant and drops out of the derivative in (1).

Shift all nuclei by $s$. The potential shifts with them, so $\psi'_k(x)=\psi_k(x-s)=e^{ikx}u'_k(x)$ with $u'_k(x)=e^{-iks}u_k(x-s)$. Then $\partial_ku'_k=-is\,u'_k+e^{-iks}\partial_ku_k(x-s)$, which gives $\mathcal A'_k=i(-is)+\mathcal A_k=\mathcal A_k+s$. The average over the whole zone gives $\bar x'=\bar x+s$ for every filled band. Differentiating (9) with respect to the shift and using the chain rule as after (6),

$$\sum_\kappa Z^*_{\kappa,\alpha\beta}=\Big(\sum_\kappa Z_\kappa-N_e\Big)\delta_{\alpha\beta}=0,\tag{10}$$

with $N_e$ electrons per cell. This is the acoustic sum rule: a rigid shift of a neutral insulator creates no polarization, and a uniform field exerts no net force on a cell.

The proof fails for a metal. An integral of $\mathcal A_k$ over part of the zone changes by $\beta(k_2)-\beta(k_1)$, which is arbitrary, so $\mathbf P$ is undefined. In the extreme case of a vanishing potential, the electrons ignore the shift altogether and the current is carried by the bare cores.

The condition $\mathbf F=0$ in (1) also matters. When one sublattice of a slab is displaced along the slab normal, with no external field, the surface charges create $F=-4\pi P$. With $P=Z^*u/\Omega+\chi F$ and $\epsilon_\infty=1+4\pi\chi$, solving for $P$ gives $P=Z^*u/(\Omega\epsilon_\infty)$. The dipole of such a slab yields the longitudinal charge $Z^*/\epsilon_\infty$, not $Z^*$.

Numerically (8) is evaluated on a mesh. Since $\langle u_k|u_{k+dk}\rangle\approx1+dk\langle u_k|\partial_ku_k\rangle=e^{-i\mathcal A_kdk}$ to first order, $\bar x=-\frac{a}{2\pi}\operatorname{Im}\ln\prod_k\langle u_k|u_{k+dk}\rangle$, a closed product (Wilson loop) in which arbitrary phases cancel. It was applied in a plane-wave basis to a cell of 8.0 bohr with Gaussian wells of width 0.8 bohr at 0 and 3.6 bohr, depths 0.6 and 1.0 Ha, cores $+1$ and two electrons. The gap is 0.2560 Ha, and separate displacements gave $Z^*_A=1.506$ and $Z^*_B=-1.506$. The sum vanishes, and the magnitude exceeds the formal value 1 obtained by giving both electrons to the deeper well. The chain model below shows one mechanism that produces an excess of this kind; it was not fitted to this cell.

### The two-band chain

Site A lies at $\tau_A=0$ with level $+\Delta$ and site B at $\tau_B=d+u$ with level $-\Delta$, $\Delta>0$, in a cell $a=2d$. The orbitals are orthonormal and point-like, so the position operator is diagonal, $\hat x=\sum_ix_i\hat n_i$. Neighbours are coupled by $-t(r)$, $t>0$. The bond from B to the A on its left has length $d_1=d+u$, the bond to its right $d_2=d-u$. To first order

$$t_1=t+\delta,\qquad t_2=t-\delta,\qquad \delta=t'u,\qquad t'=\frac{dt}{dr}\Big|_d=-\frac{\eta t}{d}.\tag{11}$$

With Bloch sums $|j,k\rangle\propto\sum_Re^{ik(Ra+\tau_j)}|j,R\rangle$, each neighbour contributes $-t\,e^{ik(x_B-x_A)}$:

$$H_{AA}=\Delta,\quad H_{BB}=-\Delta,\quad H_{AB}=-\big(t_1e^{ikd_1}+t_2e^{-ikd_2}\big).\tag{12}$$

The Wannier amplitude on a site at $x$ is $\frac{a}{2\pi}\int dk\,e^{ikx}c_j(k)$, with $c$ the lower eigenvector and $c_j(k+G)=e^{-iG\tau_j}c_j(k)$, $G=2\pi/a$, in the periodic gauge. The steps leading to (8) repeat unchanged and give $\mathcal A_k=i\,c^\dagger\partial_kc$.

The displacement enters (12) twice, through the phases and through the hoppings. To separate the two, put $c_j=e^{-ik\tau_j}\tilde c_j$. The vector $\tilde c$ is an eigenvector of a matrix with off-diagonal element $e^{ik\tau_A}H_{AB}e^{-ik\tau_B}=-(t_1+t_2e^{-ika})$, which depends on positions only through $t_{1,2}$. Differentiating the product, $\mathcal A_k=\sum_j\tau_j|\tilde c_j|^2+i\tilde c^\dagger\partial_k\tilde c$. At fixed hoppings $\partial\bar x/\partial\tau_B=w_B$, the zone average of $|c_B|^2$. The chain rule applied to $aP=Z_A\tau_A+Z_B\tau_B-2\bar x$ gives

$$Z^*_B=(Z_B-2w_B)-2t'\,\frac{\partial\bar x}{\partial\delta}\equiv q_B+Z_{\rm dyn},\tag{13}$$

where $\partial\bar x/\partial\delta$ is taken at fixed positions $d_1=d_2=d$. The first term is the Mulliken charge of B, which in an orthonormal basis is also the Löwdin charge. For A, $\partial\bar x/\partial\tau_A=w_A=1-w_B$, and moving A to the right shortens $d_1$, so $\delta=-t'u$. Thus $Z^*_A=q_A-Z_{\rm dyn}$ with $q_A+q_B=Z_A+Z_B-2=0$, which is (10) for the chain.

**The population term.** At fixed positions, with $\theta=ka/2$, $H_{AB}=-2t\cos\theta-2i\delta\sin\theta$. Writing $H=\mathbf d\cdot\boldsymbol\sigma$, for which $H_{AB}=d_x-id_y$,

$$\mathbf d=(-2t\cos\theta,\;2\delta\sin\theta,\;\Delta).\tag{14}$$

At $\delta=0$ the eigenvalues are $\pm E_k$ with $E_k^2=\Delta^2+4t^2(1-\sin^2\theta)=E_0^2D^2$, $D=\sqrt{1-m\sin^2\theta}$. The gap, at $k=\pi/a$, is $2\Delta$. The projector on the lower state is $\tfrac12(1-\mathbf d\cdot\boldsymbol\sigma/E_k)$, whose BB element is $\tfrac12(1+\Delta/E_k)$. The zone average is $\frac{a}{2\pi}\int dk=\frac1\pi\int_{-\pi/2}^{\pi/2}d\theta$. With $\mathsf K=\int_0^{\pi/2}D^{-1}d\theta$ and $\mathsf E=\int_0^{\pi/2}D\,d\theta$,

$$w_B=\frac12+\frac{1}{2}\cdot\frac{2}{\pi}\,s\mathsf K=\frac12+\frac{s\mathsf K}{\pi},\tag{15}$$

which yields $q_B$ in (3). Because $|H_{AB}|^2=t_1^2+t_2^2+2t_1t_2\cos ka$ is symmetric under $t_1\leftrightarrow t_2$, $w_B$ is even in $u$. In the periodic chain no site population changes at first order when the whole sublattice moves uniformly, so these populations carry no trace of $Z_{\rm dyn}$. It does appear in the populations when a single atom moves, as (23) below shows.

We have proved the translational sum rules for molecules and insulating crystals, and split the chain's Born charge into a population term $q_B$, now evaluated, and a dynamical term $Z_{\rm dyn}$. It remains to evaluate $Z_{\rm dyn}$, find when it makes the Born charge anomalous, relate it to bond orders and charge flux, and work through a numerical example.
